From Luttinger Parameters to the Hole-Band Coefficients A, B and C, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the band edge to A, B and C

**Definitions and conventions**

In the diamond and zinc-blende crystals considered here, the top of the valence band lies at k = 0 and has the level order described below. In zinc-blende this neglects a very small displacement of the maximum, caused by the terms linear in k that are named at the end. Without spin it is threefold degenerate, and under the symmetry operations of a regular tetrahedron its functions X, Y and Z transform among themselves like the coordinates x, y and z along the cubic axes. With spin there are six states. Spin-orbit coupling separates them into a fourfold level with total angular momentum J = 3/2 and a twofold level with J = 1/2, which lies lower by the splitting Δ.

E denotes the electron energy, counted upward from the J = 3/2 edge. A hole band therefore curves downward in E. Coefficients of k² are given in units of ħ²/2m0, with m0 the free-electron mass, and this factor is not written until energies in eV are needed. The bands are wanted to order k², for energies small compared with Δ.

The Dresselhaus-Kip-Kittel form of the two upper bands is

E(k) = A k² ± [B²k⁴ + C²S]^{1/2}, (1)

S = kx²ky² + ky²kz² + kz²kx². (2)

The upper sign gives the band that falls more slowly, the heavy-hole band. The lower sign gives the light-hole band.

The Luttinger form is a 4 × 4 matrix in the J = 3/2 states. With {P,Q} = PQ + QP, and with i<j denoting the three pairs xy, yz and zx, it reads in electron energy

H = −γ1k² + 2γ2 Σi ki²(Ji² − 5/4) + 2γ3 Σi<j ki kj {Ji,Jj}. (3)

The overall sign of (3) is part of the convention: the same operator written for hole energy has all three signs reversed. The relation to be derived is

A = −γ1, B = −2γ2, C² = 12(γ3² − γ2²). (4)

The squares in (1) hide the sign of B. To give that sign a meaning, the derivation starts one level deeper, from the matrix in X, Y and Z, where B has a signed definition.

**The orbital matrix**

Leave spin out at first. For Bloch functions of wave vector k, the Hamiltonian acting on the periodic part contains the free term ħ²k²/2m0 and the coupling (ħ/m0)k·p. The coupling could act at first order within the set X, Y, Z, and this must be excluded.

The three functions can be chosen real. The momentum p = −iħ∇ then has imaginary matrix elements, and because p is Hermitian they are antisymmetric in the two functions. Diagonal elements therefore vanish. A half-turn about z changes the signs of x and y, so of the elements between X and Y only that of pz can survive. The mirror operation x ↔ y exchanges X and Y and leaves pz alone, which makes this element symmetric. Being both symmetric and antisymmetric, it is zero. The other pairs follow by cyclic exchange.

The leading effect is thus of second order, through the other bands n at k = 0. With E0 the energy of the edge without spin,

Hij = k²δij + (2/m0) Σab ka kb Σn ⟨i|pa|n⟩⟨n|pb|j⟩/(E0 − En). (5)

The prefactor is (ħ/m0)² divided by the unit ħ²/2m0. The functions n can also be chosen real. Each product in (5) is then a product of two imaginary numbers and hence real, so Hij is a real symmetric matrix.

Symmetry decides which terms survive. Each term carries four letters, two from the functions i and j and two from the components of k. A half-turn about z requires the letters x and y together to occur an even number of times. A half-turn about x requires the same of y and z. The numbers of x, y and z therefore have the same parity. They add up to four, and three odd numbers have an odd sum, so all three numbers are even.

In the element XX this leaves kx², ky² and kz². In the element XY it leaves kxky. The mirror y ↔ z makes the coefficients of ky² and kz² in XX equal. The threefold rotation about [111] carries x into y, y into z and z into x, and so gives the other elements the same constants. Three constants remain:

HXX = k² + L kx² + M(ky² + kz²), HXY = N kxky, and cyclic. (6)

Comparison with (5) shows what they contain:

L = (2/m0) Σn |⟨X|px|n⟩|²/(E0 − En),
M = (2/m0) Σn |⟨X|py|n⟩|²/(E0 − En),
N = (2/m0) Σn [⟨X|px|n⟩⟨n|py|Y⟩ + ⟨X|py|n⟩⟨n|px|Y⟩]/(E0 − En). (7)

L and M do not include the free-electron term, which stands separately as k² in (6). If it were absorbed into them, both would grow by 1, and their difference would not change. Bands above the edge have E0 − En < 0 and contribute negatively to L and M. This is how the positive free-electron curvature can be overcome and a hole band formed.

**The orbital matrix in terms of angular momentum**

Spin-orbit coupling is expressed through angular momentum, so (6) is rewritten in the same language. In the real basis the matrices for l = 1 are

(la)bc = −i εabc, (8)

with εabc the antisymmetric symbol. The nonzero elements of lx are (lx)yz = −i and (lx)zy = i. Hence

(lx²)yy = (−i)(i) = 1, (lx²)zz = (i)(−i) = 1, (lx²)xx = 0,

and the other elements of lx² vanish. This gives

|X⟩⟨X| = 1 − lx². (9)

For a mixed product one also needs (ly)zx = −i and (ly)xz = i. The one nonzero element of lxly is

(lxly)yx = (lx)yz(ly)zx = (−i)(−i) = −1,

so lxly = −|Y⟩⟨X|. Its Hermitian conjugate is lylx = −|X⟩⟨Y|, and the sum is

|X⟩⟨Y| + |Y⟩⟨X| = −{lx,ly}. (10)

The minus sign in (10) is the origin of the relative sign between N and γ3. Both (9) and (10) hold for the other axes by cyclic exchange.

The diagonal part of (6), apart from the free term, becomes

Σi [L ki² + M(k² − ki²)] |i⟩⟨i| = Σi [M k² + (L − M)ki²](1 − li²).

The projectors 1 − li² add up to the unit matrix, so the right side equals

M k² + (L − M)(k² − Σi ki²li²) = L k² − (L − M) Σi ki²li². (11)

The operators li² have a nonzero trace. Since Σi li² = l(l + 1) = 2, the trace-free combination is li² − 2/3. Writing li² = (li² − 2/3) + 2/3 in (11) changes the coefficient of k² to

L − (2/3)(L − M) = (L + 2M)/3.

With the free term and with (10) for the off-diagonal part, the orbital matrix is

H = [1 + (L + 2M)/3] k² − (L − M) Σi ki²(li² − 2/3) − N Σi<j ki kj {li,lj}. (12)

The first term is the mean curvature of the three orbital bands. The other two describe how the bands separate when k singles out a direction.

**Spin and projection on J = 3/2**

Let s = σ/2 be the spin, with σ the Pauli matrices, and J = l + s. The spin-orbit term is taken as

Hso = (Δ/3)(l·σ − 1). (13)

From J² = l² + s² + l·σ it follows that l·σ = J(J + 1) − 2 − 3/4. This is 1 for J = 3/2 and −2 for J = 1/2. Hence (13) gives the energies 0 and −Δ, as the choice of zero demands. The orbital constants L, M and N are assumed to be unaffected by spin-orbit coupling in the other bands.

The matrix (12) acts inside the J = 3/2 level and also connects it with J = 1/2. The connecting elements are of order k². They shift the energies in second order by terms of order k⁴/Δ. To order k² it is therefore enough to project (12) on J = 3/2, whatever the nonzero value of Δ. Its value decides how far from k = 0 the result may be used.

For the projection, consider the two sets of operators

{li,lj} − (4/3)δij and {Ji,Jj} − (5/2)δij. (14)

Both are symmetric in i and j. Both are trace-free: summing over i = j gives 2·2 − 4 = 0 for the first and 2·15/4 − 15/2 = 0 for the second. They are thus tensors of rank two under common rotations of orbit and spin. By the Wigner-Eckart theorem, two such tensors have proportional matrix elements within a level of fixed J.

One element fixes the factor. In the stretched state mJ = 3/2 the orbital part has lz = 1 and the spin points up. For i = j = z the first operator has the value 2 − 4/3 = 2/3. The second has the value 2·9/4 − 5/2 = 2. Within J = 3/2, therefore,

{li,lj} − (4/3)δij → (1/3)[{Ji,Jj} − (5/2)δij]. (15)

For i = j, half of this relation reads li² − 2/3 → (1/3)(Ji² − 5/4). For i ≠ j it reads {li,lj} → (1/3){Ji,Jj}. Insertion in (12) gives

H = [1 + (L + 2M)/3] k² − [(L − M)/3] Σi ki²(Ji² − 5/4) − (N/3) Σi<j ki kj {Ji,Jj}. (16)

This has the form (3). Term by term, the comparison is

−γ1 = 1 + (L + 2M)/3, 2γ2 = −(L − M)/3, 2γ3 = −N/3,

and hence

γ1 = −1 − (L + 2M)/3, γ2 = −(L − M)/6, γ3 = −N/6. (17)

These are relations between operators, not between energies. No square has been taken, and the signs of γ2 and γ3 are fixed.

**The energies**

Write (3) as H = −γ1k² + Q. The matrices in Q are needed explicitly. From J± = Jx ± iJy one has

J+² = Jx² − Jy² + i{Jx,Jy}, {Jz,J+} = {Jz,Jx} + i{Jy,Jz}. (18)

The raising operator takes mJ = −3/2 to −1/2 with factor √3, −1/2 to 1/2 with factor 2, and 1/2 to 3/2 with factor √3. Hence J+² takes −1/2 to 3/2 and −3/2 to 1/2, each with factor 2√3. The operator {Jz,J+} multiplies each raising step by the sum of the two mJ values. The factors are 2√3 for 1/2 → 3/2, zero for −1/2 → 1/2, and −2√3 for −3/2 → −1/2.

The diagonal operators in Q are combined by using Σi(Ji² − 5/4) = 0. This gives

Jx² − 5/4 = −(1/2)(Jz² − 5/4) + (1/2)(Jx² − Jy²),

and the same for Jy with the last sign reversed. The γ2 part of Q is therefore

γ2(2kz² − kx² − ky²)(Jz² − 5/4) + γ2(kx² − ky²)(Jx² − Jy²). (19)

The matrix Jz² − 5/4 has the values 1, −1, −1, 1 for mJ = 3/2, 1/2, −1/2, −3/2. The matrix Jx² − Jy² is the Hermitian part of J+², with elements √3. Define

d = γ2(2kz² − kx² − ky²),
r = √3 γ2(kx² − ky²) − 2√3 i γ3kxky,
s = 2√3 γ3kz(kx − iky). (20)

From here on s denotes this quantity and not the spin. In the order mJ = 3/2, 1/2, −1/2, −3/2 the rows of Q are

( d, s, r, 0 )
( s*, −d, 0, r )
( r*, 0, −d, −s )
( 0, r*, −s*, d ). (21)

Now square Q. Each diagonal element of Q² is d² + |r|² + |s|². The off-diagonal elements above the diagonal are

12: ds − sd = 0, 13: dr − rd = 0, 14: sr − rs = 0,
23: s*r − rs* = 0, 24: −dr + rd = 0, 34: ds − sd = 0.

Thus Q² is a multiple of the unit matrix, and each eigenvalue of Q is plus or minus the root of that multiple. The trace of Q is zero, so each sign occurs twice. This is the twofold degeneracy of both bands.

It remains to evaluate the multiple. The γ3 terms of |r|² and |s|² give 12γ3²kx²ky² + 12γ3²kz²(kx² + ky²) = 12γ3²S. The γ2 terms give

γ2²[3(kx² − ky²)² + (2kz² − kx² − ky²)²]
= γ2²[4(kx⁴ + ky⁴ + kz⁴) − 4S]. (22)

Since k⁴ = kx⁴ + ky⁴ + kz⁴ + 2S, the last bracket is 4(k⁴ − 2S) − 4S = 4k⁴ − 12S. The energies are

E(k) = −γ1k² ± [4γ2²k⁴ + 12(γ3² − γ2²)S]^{1/2}. (23)

**Matching the two forms**

Half the sum of the two bands in (1) is Ak², and in (23) it is −γ1k². This gives A = −γ1. Half their difference, squared, must agree in every direction. Along [001], S = 0 and the comparison gives B² = 4γ2². Along [111], S = k⁴/3, and with B² known the comparison gives C² = 12(γ3² − γ2²). Two directions thus determine the constants, and (23) shows that the same constants serve in all the others.

The dispersion leaves B = ±2γ2 open. The sign is fixed by the definition

B = (L − M)/3, (24)

which is the coefficient that appears with a minus sign in (16). With (17) it gives B = −2γ2 and completes (4). In the orbital constants,

A = 1 + (L + 2M)/3, C² = [N² − (L − M)²]/3. (25)

## Second half: signs, inversion and range of use

**Symbols and results carried over**

E is the electron energy from the J = 3/2 edge, and coefficients of k² are in units of ħ²/2m0. L, M and N are the constants of the orbital matrix (6), with the free-electron term kept apart. The two bands are E = Ak² ± [B²k⁴ + C²S]^{1/2}, with S = kx²ky² + ky²kz² + kz²kx² and the upper sign for the heavy band. The conversion is A = −γ1, B = −2γ2 = (L − M)/3, C² = 12(γ3² − γ2²), and N = −6γ3. The level J = 1/2 lies lower by Δ.

**What the sign of B means**

For k along z, the quantities r and s in (20) vanish and d = 2γ2k². The matrix (21) is then diagonal, and mJ, counted along k, labels the bands:

E(mJ = ±3/2) = (−γ1 + 2γ2)k² = (A − B)k²,
E(mJ = ±1/2) = (−γ1 − 2γ2)k² = (A + B)k². (26)

B is half the difference of the second and first coefficients. For negative B, that is for positive γ2, the states with mJ = ±3/2 lie higher in electron energy and form the heavy band. For positive B the roles are exchanged. The two energies, taken as a pair, are the same in both cases.

The sign of γ3 has the same meaning along [111]. There each diagonal element of (6) is Ak², and each off-diagonal element is Nk²/3. The combination (X + Y + Z)/√3, which points along k, has the energy (A + 2N/3)k². The two transverse combinations have (A − N/3)k². Counted along k, the states mJ = ±3/2 are purely transverse, and their energy is (A − N/3)k² = (A + 2γ3)k². The states mJ = ±1/2 of J = 3/2 are two-thirds longitudinal and one-third transverse, which gives

A + (2/3)(2N/3) − (1/3)(N/3) = A + N/3 = A − 2γ3. (27)

Positive γ3 thus puts mJ = ±3/2 in the heavy band along [111]. No sign of C arises, because C² alone enters the energies. Where C² is positive, C is taken as its positive root.

The conversion between A, B, C and the Luttinger parameters is now derived, and the sign of B is tied to which mJ states form the heavy and light bands along [001]. What remains is the change to hole energy, the inverse conversion, and the range of use, including the coupling to the split-off band and numerical examples for silicon and germanium.
